# Are exclusion-principle-violating diagrams errors? A comment on deleting them

## The argument under review

The manuscript considers diagrams in which two electrons, or two holes, occupy the same spin-orbital at the same time. It argues that no such state exists, so these exclusion-principle-violating (EPV) terms are errors. It points to the direct random-phase approximation (dRPA), which gives a single electron a correlation energy, and proposes deleting every EPV term from the diagram sums.

The premise about states is correct, but the conclusion does not follow. A diagram is one contribution to a matrix element, and the Pauli principle constrains the sum of contributions. The question is therefore what else in the sum carries the same labels.

## What an EPV term is paired with

I assume real orbitals, a Hartree-Fock reference with nonzero excitation gaps, and $H=H_0+V$ with $H_0$ the sum of Fock operators. With $E_1=\langle0|V|0\rangle$, the operator $\bar V=V-E_1$ is a normal-ordered two-body interaction, so no line begins and ends at the same interaction.

Wick's theorem turns the principal term of each order, a product of $\bar V$ operators and resolvents between reference states, into a sum over contractions, with all spin-orbital labels running freely. Contractions that leave an interval between interactions empty are excluded, and from fourth order on the energy also contains renormalization terms, which are treated below. If the endpoints of each interaction are treated as distinguishable, an $n$th-order term has the value

$$
\frac{(-1)^{h+l}}{2^n}\;\frac{\text{product of interaction integrals}}{\text{product of energy denominators}},
$$

where $h$ is the number of hole lines and $l$ the number of closed loops. There is one denominator for each interval between successive interactions: the hole energies minus the particle energies present in it.

Suppose that two hole lines, or two particle lines, with the same label are both present in some interval. Exchange their later endpoints.

- The integrals do not change, because every endpoint keeps its label.
- The denominators do not change. Both lines cross a common interval, so every interval contains as many lines with that label as before.
- The number of hole lines does not change.
- The number of loops changes by one. Lines from two loops join them into one, and lines from the same loop split it into two.

The partner thus has the same size and the opposite sign. If a term has several coincidences, take the earliest interval containing one and, by a fixed numbering of earlier endpoints, the first coincident pair. The exchange leaves this choice unchanged, so applying the rule twice restores the original term. All EPV terms are thereby grouped into cancelling pairs.

This holds for the sum of linked and unlinked contractions. It does not hold in general for the linked ones alone, and the manuscript's proposal fails on that distinction.

## Second order: deletion does not replace exchange

In spin-orbitals, with $D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$, the direct and exchange terms are

$$
E_d=\frac12\sum_{ijab}\frac{(ia|jb)^2}{D},\qquad
E_x=-\frac12\sum_{ijab}\frac{(ia|jb)(ib|ja)}{D}.
$$

Here $i,j$ are occupied and $a,b$ virtual. For $i=j$ the exchange numerator is $(ia|ib)(ib|ia)=(ia|ib)^2$. For $a=b$ it is $(ia|ja)^2$. In both cases it equals the direct numerator, and the two terms cancel.

One may therefore delete the EPV terms from $E_d+E_x$ without changing it. Deleting them from $E_d$ alone is in general a different operation, because exchange terms with $i\ne j$ and $a\ne b$ are then still missing. These terms need two occupied spin-orbitals of the same spin; for a closed-shell two-electron system such as He or H$_2$ they vanish, and deletion from $E_d$ alone reproduces MP2.

Water shows the size of the difference (cc-pVDZ, all electrons, canonical orbitals, bond length 0.96 Å, angle 104.5°). The direct energy is $-0.30521$ hartree, of which $-0.06558$ is EPV. Deletion gives

$$
-0.30521+0.06558=-0.23963\ \text{hartree}.
$$

The allowed exchange contributes another $+0.03548$ hartree, which leads to the MP2 value, $-0.20415$ hartree. The direct sum after deletion is too negative by 17% of the MP2 correlation energy. These values are not converged in the basis: in cc-pVTZ the MP2 energy is $-0.275$ hartree and the excess is 20%.

## What direct RPA leaves out

The dRPA correlation energy is the sum of ring diagrams. In a ring of order $n$, the interactions are joined in a cycle by $n$ bubbles, each a loop with one particle line and one hole line.

Two simultaneous hole lines must belong to different bubbles, and so must two simultaneous particle lines. Exchanging their endpoints merges two loops. The diagram remains linked, since merging loops disconnects nothing, but it now has $n-1$ loops and is no longer a ring. For every EPV ring term, dRPA therefore keeps one partner and omits the other. An enumeration through fourth order confirms this topology.

The hydrogen atom isolates the consequence. Any interval cuts the cycle of interactions at least twice, so at least two hole lines are present. Both must be the occupied 1s spin-orbital, and every ring term is EPV. With $K_{ab}=(1s\,a|1s\,b)$ and $\Delta$ the diagonal matrix of gaps $\varepsilon_a-\varepsilon_{1s}$, the ring sum has the closed form

$$
E_c^{\rm dRPA}=\frac12\Big[\sum_m\Omega_m-\operatorname{tr}(\Delta+K)\Big],
$$

where $\Omega_m^2$ are the eigenvalues of $\Delta^{1/2}(\Delta+2K)\Delta^{1/2}$. To obtain it, note that a bubble carries the sign $(-1)^{1+1}=+1$ and adds $\Delta_a$ to the excitation energy of every interval it crosses, so it acts as the line of a boson $b_a$. The rings are then the linked diagrams, from second order on, of $\sum_a\Delta_ab_a^\dagger b_a+\frac12\sum_{ab}K_{ab}(b_a+b_a^\dagger)(b_b+b_b^\dagger)$. With $x_a=(b_a+b_a^\dagger)/\sqrt{2\Delta_a}$ this is a set of unit-mass oscillators with force matrix $\Delta^2+2\Delta^{1/2}K\Delta^{1/2}$, shifted by $-\frac12\operatorname{tr}\Delta$. Its ground-state energy is $\frac12\sum_m\Omega_m-\frac12\operatorname{tr}\Delta$, and removing the first-order part $\frac12\operatorname{tr}K$ leaves the formula. The numerical check compares its second- and third-order coefficients with explicit ring sums.

In the cc-pVTZ basis, with UHF orbitals, these orders give $-0.01399$ and $+0.00116$ hartree. The full dRPA value is $-0.01295$ hartree, or $-0.352$ eV, whereas the exact correlation energy is zero. The error grows with the basis, to $-0.380$ eV in cc-pVQZ and $-0.391$ eV in cc-pV5Z. The second-order exchange term is $+0.01399$ hartree and removes its direct partner. The manuscript is right that dRPA has a self-correlation error, but the cause is the absence of the partners.

## Deletion depends on the choice of orbitals

One could still propose deletion as a practical repair of the direct terms. For one electron it does give zero. Two hydrogen atoms with parallel spins, 50 bohr apart, show why this success does not carry over.

Let $L$ and $R$ be the occupied orbitals of the two atoms. The same determinant is obtained from $g,u=(L\pm R)/\sqrt2$, and at this distance both choices satisfy the Fock equation within the numerical tolerance. Combine the virtual orbitals likewise, $a_s=(a_L+s\,a_R)/\sqrt2$ with $s=\pm1$.

Neglect products of orbitals on different atoms and the repulsion between transition densities on different atoms. The product of $g$ and $a_s$ is then $\frac12(La_L+s\,Ra_R)$, and that of $u$ and $b_t$ is $\frac12(Lb_L-t\,Rb_R)$. Hence

$$
(ga_s|ub_t)=\tfrac14(1-st)K_{ab}.
$$

This is $K_{ab}/2$ for $t=-s$ and zero for $t=s$. For each pair $a,b$ there are two sign choices with $t=-s$ and two orderings of $g,u$, so the terms with $i\ne j$ contribute $4(K_{ab}/2)^2=K_{ab}^2$ to the sum of squared integrals. The complete direct sum contains $2K_{ab}^2$, one $K_{ab}^2$ from each atom, with the same denominators. The condition $a_s=b_t$ requires $s=t$, where the integral already vanishes, so deleting equal virtual labels removes nothing further.

Deletion therefore leaves half of the self-correlation in the delocalized orbitals and none in the localized ones. The computed direct energy is $-0.02798$ hartree for either choice. After deletion it is $-0.01399$ hartree in delocalized orbitals and about $-9\times10^{-11}$ hartree in localized orbitals. Direct plus exchange gives about $-9\times10^{-11}$ hartree in both, which is the second-order dispersion term $-C_6/R^6$; its size depends on the basis and reaches about $-2.4\times10^{-10}$ hartree in aug-cc-pVTZ. A prescription that assigns different energies to the same determinant cannot be a general correction.

## Fourth order: some EPV terms must stay

The second difficulty concerns the exact expansion. Let $R_0$ be the inverse of $E_0-H_0$ on all states except the reference, and let $|\Psi_1\rangle=R_0V|0\rangle$. The next wavefunction corrections are

$$
|\Psi_2\rangle=R_0\bar V|\Psi_1\rangle,\qquad
|\Psi_3\rangle=R_0\big(\bar V|\Psi_2\rangle-E_2|\Psi_1\rangle\big).
$$

Since $E_4=\langle0|V|\Psi_3\rangle$ and $\langle0|VR_0=\langle\Psi_1|$,

$$
E_4=\langle\Psi_1|\bar VR_0\bar V|\Psi_1\rangle-E_2S,\qquad S=\langle\Psi_1|\Psi_1\rangle .
$$

The first term contains unlinked contractions made of two second-order pieces that overlap in time. (Without overlap the reference would appear as an intermediate state, which $R_0$ excludes.) Each piece has two holes and two particles, so the middle interval is quadruply excited.

Let the piece that starts first have excitation energy $x$ and weight $\alpha$, and let the other have $y$ and $\beta$. The weights are defined by $E_2=-\sum\alpha/x$ and $S=\sum\alpha/x^2$. The first piece may end first, with intervals $x,\,x+y,\,y$, or last, with intervals $x,\,x+y,\,x$. The three denominators are negative, so the unlinked sum is

$$
-\sum\frac{\alpha\beta}{x+y}\left(\frac1{xy}+\frac1{x^2}\right)
=-\sum\frac{\alpha\beta}{x+y}\,\frac{x+y}{x^2y}
=-\sum\frac{\alpha\beta}{x^2y}=S\,E_2 .
$$

It cancels $-E_2S$, and $E_4$ becomes the sum of linked diagrams. The factorization requires the labels of the two pieces to run independently, so EPV combinations are included in what has been cancelled. Their linked partners remain.

Two electrons make this plain. No quadruply excited determinant exists, so all contractions with a quadruply excited middle interval add up to zero. The unlinked ones give $E_2S$, and therefore

$$
E_4^{\rm linked,\,quadruple}=-E_2S .
$$

Every diagram on the left is EPV, yet the sum is a required part of the energy. It represents the normalization of the wavefunction and not an occupied quadruple excitation.

For helium in the cc-pVTZ basis, $E_2=-0.033138$ hartree and $S=0.005257$, so

$$
-E_2S=0.033138\times0.005257=0.000174\ \text{hartree}.
$$

The separately evaluated linked diagrams give the same value. Without them the fourth-order term would be $-0.000996$ hartree. With them it is $-0.000822$ hartree, in agreement with the Taylor coefficient of the exact eigenvalue. The remaining linked EPV terms have linked partners and cancel, so deleting all EPV terms causes this same error.

One number seems to favour the manuscript. Through fourth order the correct sum is $-0.038909$ hartree and the sum after deletion is $-0.039084$, while the exact correlation energy in this basis is $-0.039079$. The closer agreement arises because the deleted $+0.000174$ nearly offsets the higher orders, which total $-0.000169$ hartree. How close the offset is depends on the basis: the two numbers are $+0.000118$ and $-0.000205$ in cc-pVDZ, and $+0.000195$ and $-0.000181$ in cc-pVQZ. It does not make the fourth-order coefficient correct: adding those higher orders would bring the correct sum to the exact result and leave the other too low by $0.000174$ hartree.

## Why the remainder is physical

Consider $N$ independent pairs, each with one excited state at energy $\Delta_0$ and coupling $v$. For one pair, $e=-v^2/\Delta_0$ is the second-order energy and $s=v^2/\Delta_0^2$ the norm. Two different pairs can be excited together, and by the calculation above each ordered choice contributes $es$. Therefore

$$
E_4=N(N-1)es-N^2es=-Nes .
$$

For $\Delta_0=1$ and $v=0.1$ hartree, $es=-0.0001$ hartree. With three pairs the two parts are $-0.0006$ and $+0.0009$ hartree, leaving $+0.0003$. The terms quadratic in $N$ cancel, and the remainder is proportional to the number of pairs, as the energy of independent systems must be.

## Requested revision

The manuscript may impose the exclusion principle on every label sum if it does so before the unlinked terms are cancelled, and if it retains exchange and the full renormalization term. Once only linked diagrams remain, an EPV term may be dropped only together with a linked partner, and those whose partners were unlinked have to be kept. For dRPA, the self-correlation should be attributed to the omitted exchange partners, and a correction should be sought by restoring exchange diagrams with all labels summed freely. In second order this means adding $E_x$. In higher orders the choice needs care, because a ring has several partners. The third-order ring can be exchanged at its first or at its last interaction; for one electron each of these cancels the ring, so adding both reverses its sign. Exchanging only the two hole lines that meet the last interaction gives one partner per ring and removes the one-electron error in every order. Adding, for each EPV ring term, just one partner with the same labels would cancel those terms and nothing else, which is the same as deletion and has the same dependence on the orbitals.

## Values computed for the example and the checks

```
Order 2: labelled rings 2, ring swaps 4, swaps to unlinked 0
Order 3: labelled rings 8, ring swaps 32, swaps to unlinked 0
Order 4: labelled rings 48, ring swaps 384, swaps to unlinked 256
H UHF energy: -0.49980981 hartree
H exact correlation in basis: 0.00000000 hartree
H second-order direct: -0.01398771 hartree
H second-order exchange: 0.01398771 hartree
H third-order ring: 0.00116443 hartree
H direct-RPA correlation: -0.01294598 hartree
H direct-RPA correlation: -0.35228 eV
Two-H separation: 50.0 bohr
Two-H second-order direct: -0.02797542 hartree
Two-H direct after deletion, localized: -0.000000000088 hartree
Two-H direct after deletion, delocalized: -0.01398771 hartree
Two-H direct+exchange, localized: -0.000000000088 hartree
Two-H direct+exchange, delocalized: -0.000000000088 hartree
Water bond length: 0.96 angstrom
Water bond angle: 104.5 degree
Water second-order direct: -0.30520774 hartree
Water second-order exchange: 0.10105294 hartree
Water EPV direct: -0.06557786 hartree
Water EPV exchange: 0.06557786 hartree
Water allowed exchange: 0.03547507 hartree
Water direct after EPV deletion: -0.23962987 hartree
Water MP2 correlation: -0.20415480 hartree
Pair-model excitation energy: 1.00 hartree
Pair-model coupling: 0.10 hartree
1 pair(s), allowed quadruples / renormalization / E4: 0.000000 / 0.000100 / 0.000100 hartree
2 pair(s), allowed quadruples / renormalization / E4: -0.000200 / 0.000400 / 0.000200 hartree
3 pair(s), allowed quadruples / renormalization / E4: -0.000600 / 0.000900 / 0.000300 hartree
He E2: -0.03313756 hartree
He E3: -0.00494966 hartree
He first-order norm: 0.00525694 (dimensionless)
He E4 without quadruple diagrams: -0.00099641 hartree
He linked EPV quadruple sum: 0.00017420 hartree
He linked EPV quadruple sum: 0.004740 eV
He -E2*norm: 0.00017420 hartree
He E4 from exact eigenvalue: -0.00082221 hartree
He E2+E3+E4: -0.03890943 hartree
He same sum after EPV deletion: -0.03908363 hartree
He exact correlation in basis: -0.03907882 hartree
```
